# Seitz magnetoresistance coefficients and valley orientation in cubic semiconductors, part 2

In a cubic semiconductor (class $O$, $T_d$ or $O_h$), how far does the weak-field magnetoresistance locate the band minima? The claim to be derived is that spheroidal valleys along $\langle111\rangle$ give $b+c=0$ with $d>0$, and cube-aligned valleys give $b+c+d=0$; the converse is then examined. Units are SI, $x_1,x_2,x_3$ are the cube axes, and the cubic group consists of the 48 signed permutation matrices. For current direction $\hat{\mathbf j}$,

$$\frac{\Delta\rho}{\rho_0B^2}=b+c\,(\hat{\mathbf j}\cdot\hat{\mathbf B})^2+d\sum_i \hat j_i^2\hat B_i^2 . \tag{1}$$

The conductivity $\sigma(\mathbf B)$, with second-order part $S_{ijkl}B_kB_l$, has the form

$$\mathbf j=\sigma_0\mathbf E+\alpha\,\mathbf E\times\mathbf B+\beta B^2\mathbf E+\gamma\,\mathbf B(\mathbf B\cdot\mathbf E)+\delta\sum_iB_i^2E_i\,\mathbf e_i . \tag{2}$$

$$\beta=S_{1122},\qquad \gamma=2S_{1212},\qquad \beta+\gamma+\delta=S_{1111}. \tag{3}$$

These coefficients are taken per $ne$, with $n$ the carrier density and $q=se$ the charge ($s=\pm1$). With $\mu_H=\alpha/\sigma_0$,

$$b=-\frac{\beta}{\sigma_0}-\mu_H^2,\qquad c=-\frac{\gamma}{\sigma_0}+\mu_H^2,\qquad d=-\frac{\delta}{\sigma_0}. \tag{4}$$

$$b+c=-\frac{\beta+\gamma}{\sigma_0},\qquad b+c+d=-\frac{S_{1111}}{\sigma_0}. \tag{5}$$

For $\hat{\mathbf B}=\hat{\mathbf j}$ the longitudinal coefficient is

$$M_\parallel(\hat{\mathbf j})=b+c+d\sum_i\hat j_i^4, \tag{6}$$

Each valley has ellipsoidal energy surfaces (shells) $u(\varepsilon)=\tfrac12\,\mathbf p\cdot m^{-1}\mathbf p$, with $\mathbf p$ measured from the minimum, and a relaxation tensor $\tau(\varepsilon)$ sharing the axes of the mass tensor $m$. The drift $\mathbf w$ on a shell obeys

$$\mathbf w=s\mu\,(\mathbf E+\mathbf w\times\mathbf B),\qquad \mu(\varepsilon)=\frac{e\,\tau\,m^{-1}}{u'} . \tag{10}$$

$$\mathbf j=nq\,\langle\mathbf w\rangle,\qquad \langle F\rangle=\frac{\int(-f_0')N\,F\,d\varepsilon}{\int(-f_0')N\,d\varepsilon}. \tag{9}$$

Here $f_0'=df_0/d\varepsilon$, with $f_0(\varepsilon)$ the equilibrium distribution, and $N(\varepsilon)$ is the volume enclosed by the shell. If $\mathbf E$ and $\mathbf B$ both lie along a principal axis, $\mathbf w=s\mu\mathbf E$ is parallel to $\mathbf B$ and solves (10) at any field. With $\nu=\mu^{-1}$, $D=\det\mu$ and $\Omega\mathbf a=\mathbf a\times\mathbf B$, one valley has

$$\sigma_v=\big\langle(1-s\mu\Omega)^{-1}\mu\big\rangle=\langle\mu\rangle+s\langle\mu\Omega\mu\rangle+\langle\mu\Omega\mu\Omega\mu\rangle+\dots \tag{11}$$

$$\mu\Omega\mu\,\mathbf E=\mu\,[\mu\mathbf E\times\mu(\nu\mathbf B)]=D\;\mathbf E\times\nu\mathbf B . \tag{12}$$

$$\mu\Omega\mu\Omega\mu\,\mathbf E=D\,\mu\,[(\mathbf E\times\nu\mathbf B)\times\mathbf B]=D\,\mu\,[\nu\mathbf B\,(\mathbf E\cdot\mathbf B)-\mathbf E\,(\mathbf B\cdot\nu\mathbf B)]=D\,[\mathbf B(\mathbf B\cdot\mathbf E)-\mu\mathbf E\,(\mathbf B\cdot\nu\mathbf B)]. \tag{13}$$

and each shell contributes

$$S^v_{ijkl}=D\,\big[\tfrac12(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})-\mu_{ij}\nu_{kl}\big]. \tag{14}$$

## 5. Third case: the two stars by hand

A cubic crystal contains a valley together with all its images under the cubic group, the star. The valleys are assumed equally populated, as they are in equilibrium without strain. Conductivities add, so the crystal tensors per $ne$ are the averages of (11) to (14) over the valleys. Take spheroids with axis $\mathbf n$,

$$\mu=\mu_t\,1+(\mu_l-\mu_t)\,\mathbf n\mathbf n^T,\qquad \nu=\frac1{\mu_t}\,1+\Big(\frac1{\mu_l}-\frac1{\mu_t}\Big)\mathbf n\mathbf n^T,\qquad D=\mu_t^2\mu_l,$$

and define

$$K=\frac{\mu_t}{\mu_l},\qquad A=\frac{(K-1)^2}{K}=K+\frac1K-2\ \ge0 .$$

One product recurs: $(\mu_l-\mu_t)(1/\mu_l-1/\mu_t)=1-1/K-K+1=-A$. Axes $\mathbf n$ and $-\mathbf n$ give the same tensor, so only distinct axes are counted. All quantities below refer to one shell until the energy average is written.

For axes along $\langle100\rangle$ there are three tensors, all diagonal. In each, $\mu_{11}\nu_{11}=1$, so (14) gives $S_{1111}=0$ valley by valley. The product $\mu_{11}\nu_{22}$ is $\mu_l/\mu_t=1/K$ for the axis $x_1$, $\mu_t/\mu_l=K$ for the axis $x_2$ and $1$ for the axis $x_3$, so $\beta=S_{1122}=-D(1+K+1/K)/3=-D(1+A/3)$. The off-diagonal elements vanish, so $S_{1212}=D/2$ and $\gamma=D$. Then $\delta=S_{1111}-\beta-\gamma=DA/3$. After the energy average, by (4) and (5),

$$\langle100\rangle:\qquad b+c+d=0,\qquad d=-\frac{\langle DA\rangle}{3\sigma_0}<0,\qquad b+c=\frac{\langle DA\rangle}{3\sigma_0}. \tag{16}$$

The meaning is the second limit of Section 4. The direction $[100]$ is a principal axis of every valley, each valley drifts along $\mathbf B$, and the longitudinal magnetoresistance along a cube axis vanishes, in this model at any field strength.

For axes along $\langle111\rangle$ there are four tensors, with $n_i^2=\tfrac13$ and $n_1n_2=\pm\tfrac13$. The diagonal elements are the same for all axes and all valleys, $\mu_{ii}=(\mu_l+2\mu_t)/3$ and $\nu_{ii}=(1/\mu_l+2/\mu_t)/3$. Their product is

$$\mu_{ii}\nu_{jj}=\tfrac19\,(1+2/K+2K+4)=\tfrac19\,(9+2A)=1+\tfrac29A$$

for any $i,j$. The off-diagonal product is $\mu_{12}\nu_{12}=-A\,(n_1n_2)^2=-A/9$. From (14) and (3),

$$\beta=-D\big(1+\tfrac29A\big),\qquad \gamma=2D\big(\tfrac12+\tfrac19A\big)=D\big(1+\tfrac29A\big),\qquad S_{1111}=-\tfrac29DA .$$

So $\beta+\gamma=0$ and $\delta=S_{1111}$, and

$$\langle111\rangle:\qquad b+c=0,\qquad d=\frac{2\langle DA\rangle}{9\sigma_0}>0 . \tag{17}$$

By (6) the longitudinal coefficient is then $d\sum\hat j_i^4$, positive in every direction, in the ratio $1:\tfrac12:\tfrac13$ along $[100]$, $[110]$, $[111]$. For the $\langle100\rangle$ star it is $|d|(1-\sum\hat j_i^4)$, in the ratio $0:\tfrac12:\tfrac23$.

Both relations hold on each shell before the average is taken. They are therefore independent of the statistics, of the function $u(\varepsilon)$, of the energy dependence of $\tau$, and of any energy dependence of $K$ produced by a tensor $\tau$. In the limit $K\to1$, $A$ vanishes as $(K-1)^2$, $D\to\mu^3$, and both stars reduce to $\beta=-D$, $\gamma=D$, $\delta=0$, the sphere.

## 6. Fourth case: an arbitrary ellipsoid and its star

Let $\mu$ be any symmetric positive tensor, referred to the cube axes. Its images are $R\mu R^T$. As $R$ runs over the 48 signed permutations, each distinct valley appears equally often (as many times as there are operations that leave a valley in place), so the group average equals the star average. A signed permutation acts as $(R\mu R^T)_{ij}=s_is_j\,\mu_{\pi(i)\pi(j)}$ with signs $s_i=\pm1$. Over the group, $\pi(1)$ takes each of three values equally often and the ordered pair $(\pi(1),\pi(2))$ each of six values equally often. Define

$$P=\operatorname{tr}\mu\,\operatorname{tr}\nu,\qquad Q=\sum_i\mu_{ii}\nu_{ii}.$$

$P$ and $D$ are invariant under all rotations; $Q$ depends on how the ellipsoid sits relative to the cube. With a bar for the star average,

$$\overline{\mu_{11}\nu_{11}}=\frac Q3,\qquad \overline{\mu_{11}\nu_{22}}=\frac16\sum_{i\ne j}\mu_{ii}\nu_{jj}=\frac{P-Q}{6},\qquad \overline{\mu_{12}\nu_{12}}=\frac16\sum_{i\neq j}\mu_{ij}\nu_{ij}=\frac{3-Q}{6}.$$

The signs enter squared and drop out. The last equality uses $\sum_{ij}\mu_{ij}\nu_{ij}=\operatorname{tr}(\mu\nu)=3$. At zeroth and first order the averages $\bar\mu=\tfrac13\operatorname{tr}\mu$ and $\bar\nu=\tfrac13\operatorname{tr}\nu$ are multiples of the unit matrix, the second entering through (12). Inserting into (14) and (3), $S_{1212}=D[\tfrac12-(3-Q)/6]=DQ/6$ and $S_{1111}=D(1-Q/3)$, so

$$\sigma_0=\tfrac13\langle\operatorname{tr}\mu\rangle,\qquad \alpha=\tfrac s3\langle D\operatorname{tr}\nu\rangle,\qquad \beta=-\tfrac16\langle D(P-Q)\rangle,\qquad \gamma=\tfrac13\langle DQ\rangle, \tag{18}$$

$$\delta=\Big\langle D\Big[1-\frac Q3+\frac{P-Q}6-\frac Q3\Big]\Big\rangle=\Big\langle D\Big(1+\frac P6-\frac{5Q}6\Big)\Big\rangle .$$

The drift and Hall mobilities contain only invariants and carry no information on orientation. From (5), with $(P-Q)/6-Q/3=(P-3Q)/6$,

$$b+c=\frac{\langle D(P-3Q)\rangle}{6\sigma_0},\qquad b+c+d=\frac{\langle D(Q/3-1)\rangle}{\sigma_0}. \tag{19}$$

Each expression has a transparent form. Write the diagonal elements as mean plus deviation, $\mu_{ii}=\bar\mu+\Delta\mu_i$ and $\nu_{ii}=\bar\nu+\Delta\nu_i$, with $\sum\Delta\mu_i=\sum\Delta\nu_i=0$. Then $P=9\bar\mu\bar\nu$ and $Q=3\bar\mu\bar\nu+\sum\Delta\mu_i\Delta\nu_i$, the cross terms vanishing, so

$$P-3Q=-3\sum_i\Delta\mu_i\,\Delta\nu_i . \tag{20}$$

The relation $b+c=0$ holds whenever the three diagonal elements of $\mu$ are equal, or those of $\nu$. A spheroid along $\langle111\rangle$ has both properties. These conditions are sufficient; equation (20) does not make them necessary.

For the second expression, let $\mathbf e$ be a unit vector and apply the Cauchy–Schwarz inequality to $\mu^{1/2}\mathbf e$ and $\mu^{-1/2}\mathbf e$, whose scalar product is $1$:

$$1\le(\mathbf e\cdot\mu\,\mathbf e)(\mathbf e\cdot\nu\,\mathbf e).$$

Equality requires the two vectors to be parallel, $\mu^{1/2}\mathbf e=\lambda\mu^{-1/2}\mathbf e$, that is $\mu\mathbf e=\lambda\mathbf e$. Summing over the cube axes gives $Q\ge3$. Since $D>0$ and the weight in (9) is positive, within the ellipsoidal model

$$b+c+d\ge0,$$

with equality if and only if the three cube axes are principal axes of $\mu$ on every shell that carries weight. This is a complete converse for the orientation. It does not ask for a spheroid: a triaxial ellipsoid aligned with the cube also has $Q=3$.

As limits, the $\langle100\rangle$ spheroid has $P=9+2A$ and $Q=3$, so (19) gives $b+c=\langle DA\rangle/3\sigma_0$ and $b+c+d=0$, which is (16). The $\langle111\rangle$ spheroid has $Q=3(1+\tfrac29A)=P/3$, so $b+c=0$ and $b+c+d=2\langle DA\rangle/9\sigma_0$, which is (17).

## 7. Spheroids with an arbitrary axis

For a spheroid along a general $\mathbf n$, the same for all shells, multiply out the diagonal elements:

$$\mu_{ii}\nu_{ii}=1+n_i^2\Big[\mu_t\Big(\frac1{\mu_l}-\frac1{\mu_t}\Big)+\frac{\mu_l-\mu_t}{\mu_t}\Big]-A\,n_i^4=1+A\,n_i^2(1-n_i^2),$$

since the bracket is $K-1+1/K-1=A$. With $S_4=\sum_in_i^4$,

$$P=9+2A,\qquad Q=3+A(1-S_4).$$

Then $P-3Q=2A-3A+3AS_4=A(3S_4-1)$ and $1+P/6-5Q/6=[6+9+2A-15-5A+5AS_4]/6=A(5S_4-3)/6$. Hence

$$b+c=\frac{\langle DA\rangle}{6\sigma_0}(3S_4-1),\qquad d=\frac{\langle DA\rangle}{6\sigma_0}(3-5S_4), \tag{21}$$

and, adding and subtracting,

$$b+c+d=\frac{\langle DA\rangle}{3\sigma_0}(1-S_4),\qquad b+c-d=\frac{2\langle DA\rangle}{3\sigma_0}(2S_4-1).$$

The orientation enters through the single number $S_4$, and the ratio $(b+c)/d=(3S_4-1)/(3-5S_4)$ is free of all scattering parameters. The range of $S_4$ follows from $\sum n_i^2=1$. The Cauchy–Schwarz inequality gives $1=(\sum n_i^2)^2\le3S_4$, with equality only if all $n_i^2$ are equal. Expanding the square gives $1=S_4+2\sum_{i<j}n_i^2n_j^2\ge S_4$, with equality only if at most one component is nonzero. So $\tfrac13\le S_4\le1$, the lower end reached only on $\langle111\rangle$ and the upper end only on $\langle100\rangle$. Among stars of spheroids with $A\neq0$, each Seitz relation therefore singles out its axis uniquely.

A third relation, $b+c-d=0$, is weaker. An axis $\langle110\rangle$ has $S_4=\tfrac12$, which gives $b+c-d=0$ with $d=\langle DA\rangle/12\sigma_0>0$. But $S_4=\tfrac12$ is an interior value and is taken on a whole curve of directions; $\langle112\rangle$ has $S_4=(1+1+16)/36=\tfrac12$ and produces the same $b,c,d$. Two further points are visible in (21). The coefficient $d$ vanishes at $S_4=\tfrac35$ although the valleys are anisotropic, and there $b+c>0$ distinguishes the case from a sphere. And $A$ is unchanged by $K\to1/K$, so neither the relations nor the sign of $d$ tell a prolate from an oblate valley.

## 8. What the relations locate

The coefficients depend on the tensor $\mu$ only, and the position $\mathbf k_0$ of the minimum never entered. The link between orientation and position comes from site symmetry.

The band energy obeys $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$ for the point operations, $\varepsilon(\mathbf k+\mathbf G)=\varepsilon(\mathbf k)$ for reciprocal lattice vectors, and $\varepsilon(-\mathbf k)=\varepsilon(\mathbf k)$ by time reversal. Spin splitting is neglected, so all 48 operations are symmetries of $\varepsilon$. If $R\mathbf k_0=\mathbf k_0+\mathbf G$, then $\varepsilon(\mathbf k_0+R\boldsymbol\xi)=\varepsilon(R\mathbf k_0+R\boldsymbol\xi)=\varepsilon(\mathbf k_0+\boldsymbol\xi)$. For a band that does not touch another at $\mathbf k_0$, the energy has a Taylor expansion there, its quadratic term dominates at small energy, and the inverse mass tensor satisfies $Rm^{-1}R^T=m^{-1}$. The tensor $\tau$ has the same invariance if the scatterers are distributed with the symmetry of the crystal, and so does $\mu$.

Suppose such an $R$, or $-R$, is a rotation by $120^\circ$ or $90^\circ$ about $\mathbf n$. A tensor $Y$ invariant under it commutes with it, so $R(Y\mathbf n)=Y R\mathbf n=Y\mathbf n$ for the proper rotation; the only fixed direction is $\mathbf n$, which is therefore an eigenvector. In the transverse plane, two distinct eigenvalues would define two lines that the rotation must map onto themselves, which only $0^\circ$ and $180^\circ$ do. The transverse eigenvalues are thus equal and $Y$ is a spheroid about $\mathbf n$. At such sites the spheroidal shape and the common axes of $\tau$ and $m$ are consequences of symmetry.

In the zone of the face-centred cubic lattice, with $\mathbf k$ in units of $2\pi/a$, the vectors $\mathbf G$ are integer triples, all even or all odd. Points $(\xi,\xi,\xi)$ of the line $\Lambda$, with its end $L$ at $\xi=\tfrac12$, are fixed by the cyclic permutation, a threefold rotation, and carry $\langle111\rangle$ spheroids. Points $(\xi,0,0)$ of the line $\Delta$, with its end $X$ at $\xi=1$, are fixed by the fourfold rotation about $x_1$ and carry $\langle100\rangle$ spheroids. For minima on these lines, (17) and (16) follow. The relations do not give $\xi$, nor the number of valleys, and $b+c+d=0$ is enforced by symmetry at other sites as well.

The point $W=(1,\tfrac12,0)$ shows that the inference from axis to position is not unique. The operation $(k_1,k_2,k_3)\to(k_3,-k_2,-k_1)$ sends it to $(0,-\tfrac12,-1)$, which differs from $W$ by $(-1,-1,-1)$, a reciprocal lattice vector. The negative of this operation, $(k_1,k_2,k_3)\to(-k_3,k_2,k_1)$, is a rotation by $90^\circ$ about $x_2$. A valley at $W$ is a spheroid along a cube axis although $W$ lies in a $\langle210\rangle$ direction, and it gives $b+c+d=0$ exactly as a $\Delta$ valley does. The same holds on the whole line $Z$, $(1,\xi,0)$, which joins $X$ to $W$. The mirror $k_3\to-k_3$ fixes its points, and the mirror $k_1\to-k_1$ moves them by $(-2,0,0)$, a reciprocal lattice vector. The two mirrors force all off-diagonal elements of $\mu$ to vanish, so the valley is a cube-aligned, in general triaxial, ellipsoid with $Q=3$. These statements need a band that does not touch another. In the diamond structure, with spin–orbit coupling neglected, the bands stick together in pairs at $X$, along $Z$ and at $W$, so the argument does not apply at those sites there.

The line $\Sigma$, $(\xi,\xi,0)$, shows that $b+c=0$ is not unique once triaxial valleys are admitted. A general point of it is fixed by the mirrors $k_3\to-k_3$ and $k_1\leftrightarrow k_2$. These force $\mu_{13}=\mu_{23}=0$ and $\mu_{11}=\mu_{22}$, so the principal axes are $[110]$, $[1\bar10]$, $[001]$, with three unrelated eigenvalues $\mu_a,\mu_b,\mu_c$. The diagonal elements in cube axes are $(\mu_a+\mu_b)/2$ twice and $\mu_c$. If $\mu_c=(\mu_a+\mu_b)/2$, they are equal, and (20) gives $b+c=0$. For one shell, $\sigma_0=\mu_c$, $D/\sigma_0=\mu_a\mu_b$ and $Q/3=P/9$, where

$$\frac P9=\frac{\mu_c}{3}\Big(\frac1{\mu_a}+\frac1{\mu_b}+\frac1{\mu_c}\Big)=\frac13\Big[\frac{(\mu_a+\mu_b)^2}{2\mu_a\mu_b}+1\Big].$$

By (19), $d=\mu_a\mu_b(P/9-1)=[(\mu_a+\mu_b)^2-4\mu_a\mu_b]/6=(\mu_a-\mu_b)^2/6>0$. With $\mu_a=4$, $\mu_b=0.25$, $\mu_c=2.125$ in an arbitrary unit of mobility, $d=(4-0.25)^2/6=2.34375$ in the square of that unit, and $b+c=0$. The signature of a $\langle111\rangle$ star is reproduced. It needs a relation among the eigenvalues that no symmetry enforces, whereas on $\Lambda$ it holds for every $K$.

The true statement is therefore this. Within the ellipsoidal model, $b+c+d=0$ is equivalent to cube-aligned ellipsoids, and $b+c=0$ with $d>0$ is equivalent to $\langle111\rangle$ axes if the valleys are spheroids. Passing from the axes to the position of the minima uses site symmetry. In the face-centred cubic zone $\langle111\rangle$ spheroids are enforced on $\Lambda$ and at $L$, while cube-aligned axes are enforced on $\Delta$, at $X$, on $Z$ and at $W$ alike, and the place along a line is left open.

## 9. Several bands

If inequivalent sets of valleys are occupied, the unnormalized $\sigma_0,\alpha,\beta,\gamma,\delta$ add, and (5) shows that $b+c$ and $b+c+d$ are sums of the numerators over the sum of the $\sigma_0$. A spherical band has $\beta+\gamma=0$ and $S_{1111}=0$, so it adds nothing to either numerator: it changes $b$, $c$ and $d$ but preserves both relations. A mixture of $\langle111\rangle$ and $\langle100\rangle$ stars destroys both, since each star contributes a positive amount to the combination that vanishes for the other. With a fraction $y$ of the carriers in the $\langle100\rangle$ star and the same valley shape in both, (16) and (17) give $b+c=y\,DA/3\sigma_0$ and $b+c+d=(1-y)\,2DA/9\sigma_0$ on one shell. For $y=\tfrac12$, $\mu_t=1$, $\mu_l=0.1$, one has $K=10$, $A=8.1$, $D=0.1$, $\sigma_0=(2+0.1)/3$, so that $b+c=0.193$ and $b+c+d=0.129$ in units of $\mu_t^2$. Equations (4) and (18), with $Q$ averaged over the two stars, give $b=0.138$, so the violations are of the size of $b$ itself. The limits $y\to0$ and $y\to1$ restore (17) and (16).

Within the ellipsoidal model, $b+c+d=0$ is equivalent to cube-aligned ellipsoids, and $b+c=0$ with $d>0$ is equivalent to $\langle111\rangle$ axes if the valleys are spheroids, while the position of the minima is only partly fixed, through site symmetry. It remains to see how the relations change for valleys that are not ellipsoids, and to work through a numerical example.

All numerical values are calculated from the stated model.
